# Forward flux sampling of polarization reversal with switched-volume interfaces

## What units and symmetry already fix

A flat 180° domain wall advances when one more layer of ferroelectric cells reverses. Let each cell of the layer be unswitched or switched, and let it try to flip at an attempt rate $\nu$. The energies are $w_s$ for an unlike face on the side of a switched region, $w_h$ for one at its head or tail, and $h$, the field energy gained per switched cell. On a periodic patch of $L\times L$ cells, $1/\nu$ is the only time in the model, so the reversal rate must have the form

$$k=\nu\,f\!\left(\frac{w_s}{k_BT},\frac{w_h}{k_BT},\frac{h}{k_BT},L,n_B\right),$$

where $n_B$ is the number of switched cells at which the layer is counted as reversed. Translation symmetry adds a second fact: all states with one switched cell are equivalent. Every attempt at reversal therefore starts from essentially the same state. The function $f$ is a success probability per attempt divided by the duration of an attempt in units of $1/\nu$. The task is to find that probability when it is small.

The switched volume is $V=na^3$, with $n$ the number of switched cells and $a$ the cell edge. An interface, in the sense used here, is not a physical boundary but a chosen value of $V$ that a growing layer must reach on its way to reversal. It is thus given by an integer $\lambda$, and a path reaches it when $n=\lambda$.

## Four cells by hand

Take a $2\times2$ patch surrounded by cells that stay unswitched. Let all faces cost the same energy $w$, and set $h=w$. The energy is $w$ times the number of unlike faces, minus $nw$:

- one cell: $4w-w=3w$;
- two adjacent cells: $6w-2w=4w$;
- two diagonal cells: $8w-2w=6w$;
- three cells: $8w-3w=5w$.

A flip that changes the energy by $\Delta E$ has the Glauber rate $\nu/(1+e^{\Delta E/k_BT})$. Choose $e^{w/k_BT}=2$ and measure time in $1/\nu$. The rates for $\Delta E=+w,-w,+3w,-3w$ are then $1/3,\,2/3,\,1/9,\,8/9$. Call the state without switched cells $0$, the one-cell state $1$, and the two-cell states $a$ (adjacent) and $d$ (diagonal). Counting the equivalent flips gives

- $0\to1$: $4\cdot\frac19=\frac49$;
- $1\to0$: $\frac89$; $1\to a$: $2\cdot\frac13=\frac69$; $1\to d$: $\frac19$;
- $a\to1$: $2\cdot\frac23=\frac43$; $a\to3$: $2\cdot\frac13=\frac23$;
- $d\to1$: $2\cdot\frac89=\frac{16}9$; $d\to3$: $2\cdot\frac23=\frac{12}9$.

Here "success" means reaching three cells. Let $p$ be the chance of doing so from state 1 before returning to 0. Dividing each rate by the total rate out of its state gives the jump probabilities: $8/15,\,6/15,\,1/15$ from state 1, an upward probability $1/3$ from $a$, and $3/7$ from $d$. Hence

$$p=\frac6{15}\left(\frac13+\frac23p\right)+\frac1{15}\left(\frac37+\frac47p\right)=\frac{17}{105}+\frac{32}{105}p,$$

so $p=17/73=0.2329$.

Now put an interface at $n=2$. From state 1 the chance to reach it before 0 is $P(2|1)=7/15$. The first arrivals are divided between $a$ and $d$ as $6:1$. From these states the chances of success are

$$q_a=\frac13+\frac23\cdot\frac{17}{73}=\frac{107}{219},\qquad q_d=\frac37+\frac47\cdot\frac{17}{73}=\frac{41}{73}.$$

Averaging over the arrivals gives

$$P(3|2)=\frac67\cdot\frac{107}{219}+\frac17\cdot\frac{41}{73}=\frac{255}{511},\qquad \frac7{15}\cdot\frac{255}{511}=\frac{17}{73}.$$

The extra interface has changed nothing. This depends on the arrival weights. Boltzmann weights at $n=2$ are $4\cdot2^{-4}$ for the four adjacent pairs and $2\cdot2^{-6}$ for the two diagonal pairs, a ratio of $8:1$. Restarting with those weights gives $P(3|2)=979/1971$ and a product of $0.2318$, which is 0.5 % too low. Equal switched volume does not mean equal prospects.

The time is still missing. Let $e$ be the mean duration of an excursion from state 1 until it reaches 0 or three cells. The mean stays in states $1,a,d$ are $9/15,\,1/2,\,9/28$, so

$$e=\frac9{15}+\frac6{15}\left(\frac12+\frac23e\right)+\frac1{15}\left(\frac9{28}+\frac47e\right)=\frac{23}{28}+\frac{32}{105}e,$$

which gives $e=345/292$. The mean wait in state 0 is $9/4$. A full cycle therefore lasts $\tau_c=9/4+345/292=501/146$, and

$$k=\frac p{\tau_c}=\frac{17}{73}\cdot\frac{146}{501}=\frac{34}{501}=0.068$$

in units of $\nu$. The reason for dividing $p$ by $\tau_c$ is general.

## The general statement

Let $A$ be the single state $n=0$, and let $B$ contain all states with $n\ge n_B$. A cycle starts in $A$, waits for the first flip, and follows the excursion until it returns to $A$ or enters $B$. Its mean duration is $\tau_c$ and its chance of ending in $B$ is $p$. After a failure the system is in its starting state again, and a Markov process has no memory of the failure. The mean first-passage time $T$ therefore obeys

$$T=\tau_c+(1-p)T\quad\Rightarrow\quad T=\frac{\tau_c}p,\qquad k\equiv\frac1T=\frac p{\tau_c}.$$

The excursions, including the successful ones, belong to $\tau_c$. If they are short compared with the wait in $A$, then $\tau_c\approx1/(Nr_0)$, with $N=L^2$ and $r_0$ the rate of the first flip per cell.

Now choose interfaces $1=\lambda_0<\lambda_1<\dots<\lambda_m=n_B$. Since cells flip singly, a path to $B$ has to visit every interface. At its first arrival at $\lambda_i$ the future depends only on the configuration reached. Multiplying the conditional probabilities gives

$$k=\frac1{\tau_c}\prod_{i=0}^{m-1}P(\lambda_{i+1}|\lambda_i).$$

Each factor is the chance of reaching $\lambda_{i+1}$ before $A$, averaged over the first arrivals at $\lambda_i$. The product equals $p$ for every choice of interfaces.

On a small patch the factors follow without sampling. Let $K$ be the matrix of transition rates, with minus the total exit rate on the diagonal, and let $T$ as an index denote the states with $0<n<\lambda_{i+1}$. A row vector $\mu_i$ of arrival probabilities evolves as $\mu_ie^{K_{TT}t}$. The mean time spent in each state is

$$\int_0^\infty\mu_i\,e^{K_{TT}t}\,dt=\mu_i(-K_{TT})^{-1}.$$

Multiplying by the rates into the next interface gives the arrivals there, $\mu_i(-K_{TT})^{-1}K_{T,\rm next}$. Their sum is $P(\lambda_{i+1}|\lambda_i)$, and division by that sum gives $\mu_{i+1}$.

## The algorithm

1. Start many excursions from one switched cell and follow them to $A$ or $B$. Their mean duration plus the mean wait in $A$, $1/(Nr_0)$, is $\tau_c$.
2. Start $M$ trials from one switched cell. Stop each at $\lambda_1$ or $A$. Store the configurations that arrive at $\lambda_1$; their fraction estimates $P(\lambda_1|\lambda_0)$.
3. Draw $M$ starting configurations at random, with replacement, from the stored arrivals. Run them to the next interface or to $A$, and repeat up to $B$.
4. Multiply the fractions and divide by $\tau_c$. Repeat everything in independent groups; the scatter between groups gives the statistical error.

Each trajectory is rejection-free: with flip rates $r_j$ and sum $R$, cell $j$ is flipped with probability $r_j/R$, and the mean waiting time $1/R$ is added to the clock.

The product of fractions has the correct mean. To see this, let $q(x)$ be the chance of success from configuration $x$. Given the last pool, the expected last fraction is the average of $q$ over that pool. Multiplied by the preceding fraction, this is $M^{-1}\sum q(x_j)$ over the preceding trials that arrived. Its expectation is the average chance of success from the preceding pool. The argument repeats down to $\lambda_0$; a group that dies out counts as zero. Dividing by a measured $\tau_c$ adds a small bias, which vanishes as the number of excursions grows.

If only the counting noise of each stage is kept, a binomial fraction has relative variance $(1-P)/(MP)$, and

$$\frac{\mathrm{var}(k)}{k^2}\approx\sum_i\frac{1-P_i}{M_iP_i}.$$

This suggests a spacing. Suppose that all $m$ stages have the same $P=p^{1/m}$, that all trials cost the same, and that their total number $S=mM$ is fixed. With $x=\ln(1/P)=\ln(1/p)/m$, the variance is

$$\frac{m^2}{S}(e^x-1)=\frac{[\ln(1/p)]^2}{S}\,\frac{e^x-1}{x^2}.$$

Setting the derivative to zero gives $xe^x=2(e^x-1)$, so $x\approx1.59$ and $P\approx0.2$. Under these assumptions interfaces should be close where growth is unlikely and wide where it is likely. Since $n$ is an integer, the smallest probabilities cannot always be raised to this value.

## A layer in a lead-titanate-like film

Take $P_s=75$ uC/cm2 for the polarization, $a=0.4$ nm, a field of 0.8 MV/cm and 300 K. Reversing a cell changes its field energy from $+P_sEa^3$ to $-P_sEa^3$, so

$$h=2P_sEa^3=47.9\ \mathrm{meV},\qquad k_BT=25.85\ \mathrm{meV}.$$

The edge energies are $w_s=60$ and $w_h=80$ meV per face, and $\nu=10^{11}$ per second. Each cell has two side faces and two head or tail faces within the layer. If $u_s$ and $u_h$ of them are unlike before a flip, $2-u_s$ and $2-u_h$ are unlike afterwards, so

$$\Delta E=2w_s(1-u_s)+2w_h(1-u_h)\mp h,$$

with the upper sign for switching and the lower for switching back.

The first flip costs $120+160-47.9=232.1$ meV. On $10\times10$ cells, $1/(Nr_0)=(1+e^{232.1/25.85})/100\approx79$ attempt times. The sampled cycle lasts 80.3, so an excursion adds about one.

A continuous rectangle of $l_y\times l_z$ cells, with $z$ along the polarization, gives a first estimate of the barrier:

$$U=2l_yw_h+2l_zw_s-l_yl_zh.$$

Setting both derivatives to zero gives $l_z=2w_h/h=3.3$ and $l_y=2w_s/h=2.5$. The area is $4w_sw_h/h^2=8.4$ cells and the energy $4w_sw_h/h=401$ meV, or 15.5 $k_BT$. Sides this short make it only a guide, and it leaves out the cost of starting a new row. A $2\times3$ rectangle has $U=392$ meV, and the first cell placed against its long side adds $2w_h-h=112$ meV. The path through this state therefore has to climb to 504 meV, about 4 $k_BT$ above the continuous estimate. As the field tends to zero the area grows as $1/E^2$, and a fixed periodic patch eventually becomes too small to hold the nucleus.

Three placements were sampled with $n_B=30$. Each used 12 groups, with 600 trials per group and stage for targets up to five cells and 300 beyond. The rates are in units of $10^{-6}\nu$:

- 1, 2, 3, 4, 6, 9, 14, 30: $1.99\pm0.11$;
- 1, 2, 3, 5, 7, 11, 30: $2.18\pm0.24$;
- 1 to 10 singly, then 12, 15, 20, 30: $1.99\pm0.09$.

They agree within their errors. For the densest placement the stage probabilities rise from 0.13 and 0.11 at the first two steps to 0.999 at the last. Their product is $1.62\times10^{-4}$, and division by 80.3 gives $2.02\times10^{-6}$. The quoted 1.99 averages the results of the groups, which is not quite the same as multiplying averaged fractions.

The counting formula predicts a relative error of 5.8 % for this placement, most of it from the first three steps; the groups give 4.4 %. For the second placement it predicts 6.6 %, but the groups give 11 %. An error estimated from 12 groups is itself uncertain by about 20 %. Shared ancestry and unequal starting configurations, which the formula leaves out, could also add to the scatter; these causes were not separated.

The mean of the three rates is $(2.06\pm0.09)\times10^5$ per second, a mean wait of 4.9 us. Multiplying the later stage probabilities gives $P(B|8)=0.46$ and $P(B|9)=0.61$. Interpolation to one half puts the critical size at 8.3 cells, or 0.53 nm3. This refers to first arrivals at a given volume, not to an equilibrium ensemble. All sampled continuations from 30 cells reached 50 before returning to zero, so $B$ is committed to growth at this resolution.

Direct simulation would need about $1.46\times10^4$ flips per reversal. A 4.4 % error requires about $1/0.044^2\approx517$ reversals, or $7.5\times10^6$ flips. The densest placement used $4.6\times10^5$, some 16 times fewer. With the 5.8 % predicted by the counting formula the factor would be between 9 and 10, and since that formula leaves out part of the scatter, the true error is probably larger still; at 7.5 % the factor would be about 6. The saving for this placement is probably between five- and tenfold.

## How far independence was checked

Agreement between noisy runs cannot reveal a bias of a few per cent. For the formula itself, an exact solution on a periodic $4\times4$ patch with the same energies and $n_B=12$ can. Its 65,536 states reduce by symmetry to 1459, and solving for the first-passage time gives $k=3.638\times10^{-6}\nu$. The interface product, evaluated by linear algebra, equals this to the eight decimals printed for all four placements tried. Two sampled runs gave $3.91\pm0.18$ and $3.97\pm0.27$ in the same units of $10^{-6}\nu$, which is 1.5 and 1.2 standard errors high; with errors of 5 and 7 % these runs test the sampling only to that level. The patch is too small to hold the nucleus described above. A column of four cells along the polarization closes through the periodic boundary and has no head or tail, so $U=8w_s-4h=288$ meV, and the first cell beside it brings this to 400 meV instead of 504 meV. The rate per cell is about 11 times that of the $10\times10$ patch. The identity does not depend on the mechanism, but the error sizes in the next paragraph need not carry over to larger patches.

With Boltzmann restarts, the ratio to the true rate was 1.016, 1.078 and 1.064 for three placements. It was 1 for the fourth, which has no intermediate interface. The error is modest here, but it depends on placement, and more trials do not remove it. On four cells it had the opposite sign. A birth-death model in $n$ alone gave a rate 3 % too high on the $4\times4$ patch.

At 1.6 MV/cm, with the other parameters of the $10\times10$ patch unchanged, reversal is frequent enough to simulate directly. Sampling gave $(8.27\pm0.15)\times10^{-3}\nu$ and direct simulation $(8.18\pm0.19)\times10^{-3}\nu$.

When nucleation is rare and excursions are short, $k\approx Nr_0p$ should grow with area. The rate per area was $(1.29\pm0.06)\times10^4$ per second and nm2 on $10\times10$ cells, and $(1.36\pm0.08)\times10^4$ on $8\times8$. This has a limit. Counting isolated cells only, about one in $e^{232.1/25.85}\approx8000$ is switched by thermal motion; small clusters raise the fraction somewhat. On a patch of that size the state $n=0$ is no longer typical. The relation $T=\tau_c/p$ remains exact for a start in that state, but excursions are no longer short compared with the wait in $A$, and the total switched volume mixes separate nuclei. If $A$ is enlarged to contain many states, the one-state argument no longer applies as written.

## Beside a real film

The polarization, cell edge and field are roughly typical of lead titanate films; the edge energies and attempt rate are round choices. A side energy of 60 meV per face is 0.06 J/m2, lower than the roughly 0.1 J/m2 expected for such a wall at low temperature. For a fixed $3\times3$ island, raising both edge energies by 10 % adds 84 meV, a Boltzmann factor of about 26. The rate itself need not fall by exactly this factor, because the critical size and the paths to it change as well. The largest of the omissions estimated here is the long-range interaction of the charges at head and tail. With a rough permittivity of 100, and the charge of each end face placed at a point, it is 176 meV for this island, or 6.8 $k_BT$. If none of it were already contained in $w_h$, the Boltzmann factor of this island would fall about 900-fold, and several thousandfold if the charge is spread evenly over the faces. Both figures count only interactions between different faces. The self-energy of one evenly charged face, about 120 meV at this permittivity and thus larger than $w_h$ itself, is left out as a short-range term that $w_h$ is meant to represent. These factors show that the omission matters but do not give the change in rate, since the critical island would also take a different size and shape. The other effects estimated are small: about $10^{-3}$ flipped cells in the next layer, 2 mK of heating left one attempt time after a flip that releases $h$ (about 9 mK when an isolated cell flips back and releases 232 meV), and a tunnelling crossover near 23 K. The working field is 0.4 of a rough breakdown field of 2 MV/cm. The waiting time of 4.9 us therefore belongs to the short-range model and does not predict the switching time of a film. The complete numerical output follows.

## Computed results

```
polarization 75 uC/cm2, cell edge 0.4 nm
field 0.8 MV/cm, temperature 300 K
edge energies side 60, head 80 meV per face
attempt rate 1.0e+11 1/s, thermal energy 25.85 meV
field energy per switched cell 47.93 meV
4x4 patch: 65536 states, 1459 after symmetry
4x4 rate from first-passage time 3.63830e-06 attempt rates
  [1, 12]: product/rate 1.00000000, Boltzmann restart 1.000
  [1, 3, 5, 8, 12]: product/rate 1.00000000, Boltzmann restart 1.016
  [1, 2, 3, 4, 6, 12]: product/rate 1.00000000, Boltzmann restart 1.078
  all 1 to 12: product/rate 1.00000000, Boltzmann restart 1.064
4x4 volume-only birth-death rate / true rate 1.030
  sampled [1, 2, 3, 4, 6, 12]: 3.907e-06 +- 1.8e-07
  sampled [1, 2, 3, 5, 8, 12]: 3.965e-06 +- 2.7e-07
10x10 at 1.6 MV/cm, rates in attempt rates:
  sampled 8.265e-03 +- 1.5e-04, direct 8.182e-03 +- 1.9e-04
10x10 at 0.8 MV/cm, rates in attempt rates:
  interfaces [1, 2, 3, 4, 6, 9, 14, 30]
   P: 0.133 0.110 0.224 0.231 0.360 0.619 0.966
   rate 1.991e-06 +- 1.1e-07
  interfaces [1, 2, 3, 5, 7, 11, 30]
   P: 0.138 0.112 0.088 0.375 0.409 0.814
   rate 2.184e-06 +- 2.4e-07
  interfaces [1, 2, 3, 4, 5, 6, 7, 8, 9, 10, 12, 15, 20, 30]
   P: 0.132 0.113 0.223 0.400 0.582 0.632 0.716 0.763 0.834 0.822 0.902 0.981 0.999
   rate 1.994e-06 +- 8.8e-08
mean cycle time 80.29 attempt times
mean rate 2.056e+05 +- 9.3e+03 1/s
mean waiting time 4.86 us
rate per area 1.285e+04 1/(s nm2), patch 16.0 nm2
rate per area, 8x8 patch 1.357e+04 +- 8.1e+02 1/(s nm2)
critical size 8.3 cells = 0.529 nm3
fraction going on from 30 to 50 cells 1.0000
flips simulated, dense placement 4.57e+05
flips per reversal in direct simulation 1.46e+04
rough inputs: permittivity 100, heat capacity 3e+06 J/(m3 K),
  heat diffusivity 1e-06 m2/s, mode 3e+12 Hz, breakdown 2.0 MV/cm
end-charge energy, 3x3 island 176 meV = 6.8 kT
10 % of its edge energy 84 meV, rate factor 26
flipped cells in next layer 1.1e-03, behind 3.1e-04
heating left after one attempt time 1.8e-03 K
tunnelling crossover temperature 23 K
field / breakdown field 0.40
```
